# Spontaneous Emission Between Two Perfect Mirrors: Mode Sum and Image Dipoles: a program that tests the result

```python
"""
Spontaneous emission between two perfect parallel mirrors at z=0 and z=d.
Result under test (lam = wavelength, G0 = free-space rate, n < 2d/lam):
  perpendicular: G/G0 = 3lam/(4d) [1 + 2 sum_n (1-s^2) cos^2(n pi z/d)]
  parallel:      G/G0 = 3lam/(4d) sum_n (1+s^2) sin^2(n pi z/d)
with s = n lam/(2d), n = 1, 2, ...  For d < lam/2 these become
3lam/(4d) and 0.  Orientation is relative to the mirror planes.
Independent roads: symbolic Maxwell check of the modes, explicit counting
of discrete modes in a wide box, and the field of the image dipoles.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad


def rate_ratios(d, z, lam=1.0):
    """Derived formulas: (perpendicular, parallel) rates over G0."""
    n = np.arange(1, int(np.ceil(2 * d / lam)))
    s = n * lam / (2 * d)
    pre = 3 * lam / (4 * d)
    perp = pre * (1 + 2 * np.sum((1 - s**2) * np.cos(n * np.pi * z / d)**2))
    par = pre * np.sum((1 + s**2) * np.sin(n * np.pi * z / d)**2)
    return perp, par


# ---------- symbolic check of the mode functions ----------
x, y, zz = sp.symbols("x y z", real=True)
kx, ky, gap = sp.symbols("k_x k_y d", positive=True)
n_sym = sp.symbols("n", integer=True, positive=True)
q = sp.pi * n_sym / gap
kappa = sp.sqrt(kx**2 + ky**2)
k_tot = sp.sqrt(kx**2 + ky**2 + q**2)
phase = sp.exp(sp.I * (kx * x + ky * y))
# modes are scaled so that the mean of |u|^2 over the gap is 1
te = sp.sqrt(2) * sp.sin(q * zz) * phase * sp.Matrix([-ky, kx, 0]) / kappa
tm = sp.sqrt(2) * phase / k_tot * sp.Matrix([
    -sp.I * q * sp.sin(q * zz) * kx / kappa,
    -sp.I * q * sp.sin(q * zz) * ky / kappa,
    kappa * sp.cos(q * zz)])
tm0 = phase * sp.Matrix([0, 0, 1])


def check_mode(u, k_squared):
    divergence = sum(sp.diff(u[i], v) for i, v in enumerate((x, y, zz)))
    assert sp.simplify(divergence) == 0
    for comp in u:
        lap = sum(sp.diff(comp, v, 2) for v in (x, y, zz))
        assert sp.simplify(lap + k_squared * comp) == 0
    for wall in (0, gap):
        assert sp.simplify(u[0].subs(zz, wall)) == 0
        assert sp.simplify(u[1].subs(zz, wall)) == 0
    v = u.subs({x: 0, y: 0})
    density = sp.expand(sum(c * sp.conjugate(c) for c in v))
    norm = sp.integrate(density, (zz, 0, gap)) / gap
    assert sp.simplify(norm - 1) == 0


check_mode(te, k_tot**2)
check_mode(tm, k_tot**2)
check_mode(tm0, kappa**2)
print("Mode functions: Maxwell, walls and norm checked symbolically")

# ---------- explicit count of discrete modes in a wide box ----------
e_sym = sp.symbols("e_x e_y e_z", real=True)
args = (kx, ky, n_sym, gap, zz) + e_sym
projections = []
for mode in (te, tm, tm0):
    v = mode.subs({x: 0, y: 0})
    dot = sum(e * c for e, c in zip(e_sym, v))
    projections.append(sp.lambdify(args, dot, "numpy"))
proj_te, proj_tm, proj_tm0 = projections


def counted_modes(d, z, e, k_low, k_high, side=400.0):
    """Sum of |e.u|^2 over box modes with k_low < k < k_high."""
    top = int(k_high * side / (2 * np.pi)) + 1
    grid = 2 * np.pi * np.arange(-top, top + 1) / side
    gx, gy = np.meshgrid(grid, grid)
    k2_plane = gx**2 + gy**2
    total = 0.0
    for n in range(int(k_high * d / np.pi) + 1):
        k2 = k2_plane + (n * np.pi / d)**2
        keep = (k2 > k_low**2) & (k2 < k_high**2) & (k2_plane > 0)
        px, py = gx[keep], gy[keep]
        for f in ((proj_tm0,) if n == 0 else (proj_te, proj_tm)):
            value = f(px, py, n, d, z, *e)
            total += np.sum(np.abs(np.broadcast_to(value, px.shape))**2)
    return total / (side**2 * d)


def predicted_modes(d, z, e, k_low, k_high):
    """Free-space mode density times the derived rate ratio, integrated."""
    def integrand(k):
        perp, par = rate_ratios(d, z, 2 * np.pi / k)
        ratio = e[2]**2 * perp + (e[0]**2 + e[1]**2) * par
        return k**2 / (3 * np.pi**2) * ratio
    return quad(integrand, k_low, k_high)[0]


k_low, k_high = 0.97 * 2 * np.pi, 1.03 * 2 * np.pi
theta, phi = 0.9, 0.4
tilted = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
          np.cos(theta))
print("Counted box modes / derived formula (box side 400 lam):")
for d, z, e, name in ((0.4, 0.13, (0, 0, 1), "perpendicular"),
                      (0.8, 0.30, (0, 0, 1), "perpendicular"),
                      (0.8, 0.30, (1, 0, 0), "parallel"),
                      (0.8, 0.30, tilted, "tilted 0.9 rad")):
    ratio = (counted_modes(d, z, e, k_low, k_high)
             / predicted_modes(d, z, e, k_low, k_high))
    print(f"  d/lam={d:.2f} z/lam={z:.2f} {name}: {ratio:.4f}")
    assert abs(ratio - 1) < 0.01
assert counted_modes(0.4, 0.13, (1, 0, 0), k_low, k_high) < 1e-12


# ---------- image dipoles acting back on the source ----------
def image_ratios(d, z, k_range=2000.0):
    """Damping by the image fields, lam = 1; a wide Gaussian window of
    range k_range/k makes the slowly converging sums converge."""
    k = 2 * np.pi
    m_max = int(6 * k_range / (2 * k * d)) + 1
    m = np.arange(-m_max, m_max + 1)
    same = k * np.abs(2 * d * m[m != 0])
    mirrored = k * np.abs(2 * d * m - 2 * z)

    def perp_field(a):
        return 3 * (np.sin(a) / a**3 - np.cos(a) / a**2)

    def par_field(a):
        return 1.5 * (np.sin(a) / a + np.cos(a) / a**2 - np.sin(a) / a**3)

    def window(a):
        return np.exp(-(a / k_range)**2)

    perp = (1 + np.sum(perp_field(same) * window(same))
            + np.sum(perp_field(mirrored) * window(mirrored)))
    par = (1 + np.sum(par_field(same) * window(same))
           - np.sum(par_field(mirrored) * window(mirrored)))
    return perp, par


print("Rates over G0, image sum | mode sum (perp, par):")
worst = 0.0
for d, frac in ((0.20, 0.30), (0.45, 0.50), (0.495, 0.50), (0.505, 0.50),
                (0.70, 0.25), (1.30, 0.40), (2.85, 0.15)):
    images = image_ratios(d, frac * d)
    modes = rate_ratios(d, frac * d)
    worst = max(worst, *(abs(a - b) for a, b in zip(images, modes)))
    print(f"  d/lam={d:.3f} z/d={frac:.2f}: {images[0]:.4f}, "
          f"{abs(images[1]):.4f} | {modes[0]:.4f}, {modes[1]:.4f}")
print(f"Largest difference: {worst:.1e}")
# the window itself shifts the sums by a few parts in a million
assert worst < 2e-5
for d in (0.1, 0.3, 0.48):
    for frac in (0.2, 0.5):
        perp, par = image_ratios(d, frac * d)
        assert abs(perp * 4 * d / 3 - 1) < 2e-5 and abs(par) < 2e-5
for d in np.linspace(0.52, 0.74, 12):
    assert min(image_ratios(d, f * d)[0] for f in (0.1, 0.3, 0.5)) > 1
assert image_ratios(0.80, 0.40)[0] < 1
edge = rate_ratios(0.5 * (1 + 1e-9), 0.25)[1]
print(f"Midplane parallel rate just above d=lam/2: {edge:.4f} G0")
assert abs(edge - 3) < 1e-6
far = rate_ratios(200.3, 0.37 * 200.3)
print(f"d/lam=200.3, z/d=0.37: perp {far[0]:.4f}, par {far[1]:.4f}")
assert max(abs(far[0] - 1), abs(far[1] - 1)) < 0.02

# ---------- worked example ----------
lam = 1.0e-3
bohr = const.physical_constants["Bohr radius"][0]
dipole = 1000 * const.e * bohr
omega = 2 * np.pi * const.c / lam
gamma0 = (omega**3 * dipole**2
          / (3 * np.pi * const.epsilon_0 * const.hbar * const.c**3))
# radiated power of a classical dipole of amplitude 2D, by quadrature
intensity = (omega**4 * (2 * dipole)**2
             / (32 * np.pi**2 * const.epsilon_0 * const.c**3))
power = intensity * quad(lambda t: 2 * np.pi * np.sin(t)**3, 0, np.pi)[0]
assert abs(power / (const.hbar * omega) / gamma0 - 1) < 1e-9

print(f"Wavelength: {lam * 1e3:.3f} mm")
print(f"Transition dipole: {dipole / (const.e * bohr):.0f} e a0")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"Free-space rate G0: {gamma0:.1f} s^-1")
print(f"Free-space lifetime: {1e6 / gamma0:.1f} microseconds")
print(f"G0/omega: {gamma0 / omega:.2e}")
print("Rates in s^-1 (ratios to G0 in brackets):")
for d in (0.10e-3, 0.25e-3, 0.40e-3, 0.60e-3, 0.80e-3):
    for frac in (0.50, 0.25):
        perp, par = rate_ratios(d, frac * d, lam)
        print(f"  d={d * 1e3:.2f} mm z/d={frac:.2f}: "
              f"perp {perp * gamma0:.1f} ({perp:.4f}), "
              f"par {par * gamma0:.1f} ({par:.4f})")
d = 0.25e-3
direct = (omega**2 * dipole**2
          / (2 * const.epsilon_0 * const.hbar * const.c**2 * d))
image_rate = image_ratios(d / lam, 0.5 * d / lam)[0] * gamma0
print(f"Single-branch rate formula at d=0.25 mm: {direct:.1f} s^-1")
assert abs(direct / image_rate - 1) < 2e-5
print("verified")
```

Printed output:

```
Mode functions: Maxwell, walls and norm checked symbolically
Counted box modes / derived formula (box side 400 lam):
  d/lam=0.40 z/lam=0.13 perpendicular: 1.0000
  d/lam=0.80 z/lam=0.30 perpendicular: 1.0001
  d/lam=0.80 z/lam=0.30 parallel: 1.0006
  d/lam=0.80 z/lam=0.30 tilted 0.9 rad: 1.0004
Rates over G0, image sum | mode sum (perp, par):
  d/lam=0.200 z/d=0.30: 3.7500, 0.0000 | 3.7500, 0.0000
  d/lam=0.450 z/d=0.50: 1.6667, 0.0000 | 1.6667, 0.0000
  d/lam=0.495 z/d=0.50: 1.5152, 0.0000 | 1.5152, 0.0000
  d/lam=0.505 z/d=0.50: 1.4851, 2.9410 | 1.4851, 2.9410
  d/lam=0.700 z/d=0.25: 1.5962, 0.8090 | 1.5962, 0.8090
  d/lam=1.300 z/d=0.40: 0.9791, 0.9163 | 0.9791, 0.9163
  d/lam=2.850 z/d=0.15: 0.9231, 1.1653 | 0.9231, 1.1653
Largest difference: 1.9e-06
Midplane parallel rate just above d=lam/2: 3.0000 G0
d/lam=200.3, z/d=0.37: perp 1.0000, par 0.9978
Wavelength: 1.000 mm
Transition dipole: 1000 e a0
Angular frequency: 1.8837e+12 rad/s
Free-space rate G0: 2026.1 s^-1
Free-space lifetime: 493.6 microseconds
G0/omega: 1.08e-09
Rates in s^-1 (ratios to G0 in brackets):
  d=0.10 mm z/d=0.50: perp 15196.0 (7.5000), par 0.0 (0.0000)
  d=0.10 mm z/d=0.25: perp 15196.0 (7.5000), par 0.0 (0.0000)
  d=0.25 mm z/d=0.50: perp 6078.4 (3.0000), par 0.0 (0.0000)
  d=0.25 mm z/d=0.25: perp 6078.4 (3.0000), par 0.0 (0.0000)
  d=0.40 mm z/d=0.50: perp 3799.0 (1.8750), par 0.0 (0.0000)
  d=0.40 mm z/d=0.25: perp 3799.0 (1.8750), par 0.0 (0.0000)
  d=0.60 mm z/d=0.50: perp 2532.7 (1.2500), par 4291.4 (2.1181)
  d=0.60 mm z/d=0.25: perp 3306.5 (1.6319), par 2145.7 (1.0590)
  d=0.80 mm z/d=0.50: perp 1899.5 (0.9375), par 2641.5 (1.3037)
  d=0.80 mm z/d=0.25: perp 3057.0 (1.5088), par 1320.7 (0.6519)
Single-branch rate formula at d=0.25 mm: 6078.4 s^-1
verified
```
